# The linear term in a pseudo-orbital and the potential at the origin: a numerical check

```python
"""
Result under test (Hartree atomic units):
  u(r) = A r^(l+1) (1 + a1 r + a2 r^2 + ...), inverted at energy E, gives
  V(r) = (l+1) a1 / r + [E + (2l+3) a2 - (l+1) a1^2] + O(r),
so V is finite at r = 0 only if a1 = 0, and then V(0) = E + (2l+3) a2.

Symbols: u = radial function r R(r), l = angular momentum, E = orbital energy,
V = pseudopotential, rc = matching radius. Pseudo-orbitals of hydrogen have
u = r^(l+1) exp(p), p = c0 + c1 r + c2 r^2 + c3 r^3 + c4 r^4 for r < rc.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
mp.mp.dps = 40

# ---- symbolic inversion of the radial equation for several l ----
r = sp.symbols("r", positive=True)
E, a1, a2, a3, a4 = sp.symbols("E a1 a2 a3 a4")
for l in range(4):
    u = r**(l + 1) * (1 + a1*r + a2*r**2 + a3*r**3 + a4*r**4)
    potential = E - sp.Rational(l*(l + 1), 2)/r**2 + sp.diff(u, r, 2)/(2*u)
    r_times_v = sp.cancel(sp.together(r*potential))
    pole = r_times_v.subs(r, 0)
    constant = sp.diff(r_times_v, r).subs(r, 0)
    assert sp.simplify(pole - (l + 1)*a1) == 0
    assert sp.simplify(constant - (E + (2*l + 3)*a2 - (l + 1)*a1**2)) == 0
    no_linear = sp.cancel(r_times_v.subs(a1, 0))
    slope = sp.diff(no_linear, r, 2).subs(r, 0)/2
    assert sp.simplify(slope - 3*(l + 2)*a3) == 0
    even = sp.cancel(no_linear.subs(a3, 0))
    curvature = sp.diff(even, r, 3).subs(r, 0)/6
    assert sp.simplify(curvature - ((4*l + 10)*a4 - (2*l + 3)*a2**2)) == 0

# ---- exact hydrogen orbitals: pole -1/r and zero constant term ----
print("Hydrogen orbitals: a1 (1/bohr), a2 (1/bohr^2), (l+1)*a1 (hartree bohr)")
hydrogen = [("1s", 0, sp.Rational(-1, 2), sp.exp(-r)),
            ("2s", 0, sp.Rational(-1, 8), (1 - r/2)*sp.exp(-r/2)),
            ("2p", 1, sp.Rational(-1, 8), sp.exp(-r/2))]
for name, l, energy, f in hydrogen:
    b1 = sp.diff(f, r).subs(r, 0)
    b2 = sp.diff(f, r, 2).subs(r, 0)/2
    u = r**(l + 1)*f
    inverted = energy - sp.Rational(l*(l + 1), 2)/r**2 + sp.diff(u, r, 2)/(2*u)
    assert sp.simplify(inverted + 1/r) == 0
    assert (l + 1)*b1 == -1
    assert energy + (2*l + 3)*b2 - (l + 1)*b1**2 == 0
    print(f"  {name}: a1 = {float(b1):.4f}, a2 = {float(b2):.4f}, "
          f"(l+1)*a1 = {float((l + 1)*b1):.4f}")


def exponent(c, x):
    return c[0] + x*(c[1] + x*(c[2] + x*(c[3] + x*c[4])))


def matched_coefficients(c1, c2, rc, decay, log_amplitude):
    """Match p, p', p'' at rc to log_amplitude - decay*r."""
    matrix = np.array([[3*rc**2, 4*rc**3], [6*rc, 12*rc**2]])
    rhs = np.array([-decay - c1 - 2*c2*rc, -2*c2])
    c3, c4 = np.linalg.solve(matrix, rhs)
    c = np.array([0.0, c1, c2, c3, c4])
    c[0] = log_amplitude - decay*rc - exponent(c, rc)
    return c


def core_norm(c, l, rc):
    return quad(lambda x: x**(2*l + 2)*np.exp(2*exponent(c, x)), 0, rc,
                epsabs=1e-13, epsrel=1e-12)[0]


def pseudopotential(c, l, energy, x):
    dp = c[1] + 2*c[2]*x + 3*c[3]*x**2 + 4*c[4]*x**3
    ddp = 2*c[2] + 6*c[3]*x + 12*c[4]*x**2
    return energy + (l + 1)*dp/x + (dp**2 + ddp)/2


def inverted_potential(c, l, energy, x):
    """Direct inversion with numerical second derivative of u."""
    cm = [mp.mpf(float(v)) for v in c]
    def u_of(y):
        return y**(l + 1)*mp.exp(exponent(cm, y))
    return energy - mp.mpf(l*(l + 1))/(2*x**2) + mp.diff(u_of, x, 2)/(2*u_of(x))


def small_r_terms(c, l, energy):
    """Pole, constant and linear term of V from four points near r = 0."""
    points = [k*mp.mpf("1e-4") for k in range(1, 5)]
    matrix = mp.matrix([[x**n for n in range(4)] for x in points])
    values = mp.matrix([x*inverted_potential(c, l, energy, x) for x in points])
    solution = mp.lu_solve(matrix, values)
    return [float(solution[n]) for n in range(3)]


def lowest_state(c, l, energy, rc, box, step=0.005):
    """Lowest eigenvalue and its core norm by finite differences."""
    x = step*np.arange(1, int(round(box/step)))
    v = np.where(x < rc, pseudopotential(c, l, energy, x), -1/x)
    diagonal = 1/step**2 + l*(l + 1)/(2*x**2) + v
    off = np.full(len(x) - 1, -0.5/step**2)
    value, vector = eigh_tridiagonal(diagonal, off, select="i",
                                     select_range=(0, 0))
    density = vector[:, 0]**2/np.sum(vector[:, 0]**2)
    i_c = int(round(rc/step)) - 1
    return value[0], np.sum(density[:i_c]) + density[i_c]/2


orbitals = [("1s", 0, 1.0, -0.5, np.log(2.0), 1.5, 30.0),
            ("2p", 1, 0.5, -0.125, -np.log(2*np.sqrt(6.0)), 3.0, 60.0)]
stored = {}
for name, l, decay, energy, log_amp, rc, box in orbitals:
    true_norm = core_norm([log_amp, -decay, 0, 0, 0], l, rc)
    print(f"{name}: l = {l}, E = {energy:.4f} hartree, rc = {rc:.2f} bohr, "
          f"core norm = {true_norm:.6f}")
    for c1 in (0.0, -0.2):
        def norm_error(c2):
            c = matched_coefficients(c1, c2, rc, decay, log_amp)
            return np.log(core_norm(c, l, rc)/true_norm)
        scan = [norm_error(c2) for c2 in np.linspace(-6, 6, 13)]
        assert np.all(np.diff(scan) < 0)      # a single norm-conserving c2
        c2 = brentq(norm_error, -20, 20, xtol=1e-13)
        c = matched_coefficients(c1, c2, rc, decay, log_amp)
        stored[name, c1] = c
        second = c2 + c1**2/2
        pole, constant, slope = small_r_terms(c, l, energy)
        predicted = energy + (2*l + 3)*second - (l + 1)*c1**2
        assert abs(pole - (l + 1)*c1) < 1e-8
        assert abs(constant - predicted) < 1e-5
        if c1 == 0.0:
            assert abs(slope - 3*(l + 2)*c[3]) < 1e-4
        for x in (0.1, 0.5*rc):
            direct = float(inverted_potential(c, l, energy, mp.mpf(x)))
            assert abs(direct - pseudopotential(c, l, energy, x)) < 1e-9
        assert abs(pseudopotential(c, l, energy, rc) + 1/rc) < 1e-9
        # finite-difference error is of order step^2
        eigenvalue, eigen_norm = lowest_state(c, l, energy, rc, box)
        assert abs(eigenvalue - energy) < 1e-4
        assert abs(eigen_norm - true_norm) < 2e-4
        print(f" c1 = a1 = {c1:.2f} 1/bohr:")
        print(f"  c0 = {c[0]:.6f}, c2 = {c[2]:.6f} 1/bohr^2")
        print(f"  c3 = {c[3]:.6f} 1/bohr^3, c4 = {c[4]:.6f} 1/bohr^4")
        print(f"  a2 = {second:.6f} 1/bohr^2")
        print(f"  1/r coefficient by inversion = {pole:.6f} hartree bohr")
        print(f"  constant term: inversion {constant:.5f}, "
              f"formula {predicted:.5f} hartree")
        if c1 == 0.0:
            print(f"  V(0) = {predicted*HARTREE_EV:.3f} eV; V'(0): inversion "
                  f"{slope:.4f}, formula {3*(l + 2)*c[3]:.4f} hartree/bohr")
        print(f"  lowest eigenvalue = {eigenvalue:.5f} hartree, "
              f"its core norm = {eigen_norm:.5f}")

print("V(r) in hartree for l = 0: r (bohr), a1 = 0, a1 = -0.2, -1/r")
for x in (0.1, 0.01, 0.001, 0.0001):
    finite = pseudopotential(stored["1s", 0.0], 0, -0.5, x)
    singular = pseudopotential(stored["1s", -0.2], 0, -0.5, x)
    print(f"  {x:.4f}  {finite:.4f}  {singular:.4f}  {-1/x:.4f}")

print("all tests passed")
```

Printed output:

```
Hydrogen orbitals: a1 (1/bohr), a2 (1/bohr^2), (l+1)*a1 (hartree bohr)
  1s: a1 = -1.0000, a2 = 0.5000, (l+1)*a1 = -1.0000
  2s: a1 = -1.0000, a2 = 0.3750, (l+1)*a1 = -1.0000
  2p: a1 = -0.5000, a2 = 0.1250, (l+1)*a1 = -1.0000
1s: l = 0, E = -0.5000 hartree, rc = 1.50 bohr, core norm = 0.576810
 c1 = a1 = 0.00 1/bohr:
  c0 = 0.437457, c2 = -1.318160 1/bohr^2
  c3 = 0.727254 1/bohr^3, c4 = -0.144776 1/bohr^4
  a2 = -1.318160 1/bohr^2
  1/r coefficient by inversion = 0.000000 hartree bohr
  constant term: inversion -4.45448, formula -4.45448 hartree
  V(0) = -121.213 eV; V'(0): inversion 4.3635, formula 4.3635 hartree/bohr
  lowest eigenvalue = -0.50000 hartree, its core norm = 0.57681
 c1 = a1 = -0.20 1/bohr:
  c0 = 0.488921, c2 = -1.055396 1/bohr^2
  c3 = 0.582574 1/bohr^3, c4 = -0.116014 1/bohr^4
  a2 = -1.035396 1/bohr^2
  1/r coefficient by inversion = -0.200000 hartree bohr
  constant term: inversion -3.64619, formula -3.64619 hartree
  lowest eigenvalue = -0.50000 hartree, its core norm = 0.57681
2p: l = 1, E = -0.1250 hartree, rc = 3.00 bohr, core norm = 0.184737
 c1 = a1 = 0.00 1/bohr:
  c0 = -1.885084, c2 = -0.302629 1/bohr^2
  c3 = 0.078946 1/bohr^3, c4 = -0.007553 1/bohr^4
  a2 = -0.302629 1/bohr^2
  1/r coefficient by inversion = 0.000000 hartree bohr
  constant term: inversion -1.63814, formula -1.63814 hartree
  V(0) = -44.576 eV; V'(0): inversion 0.7105, formula 0.7105 hartree/bohr
  lowest eigenvalue = -0.12500 hartree, its core norm = 0.18474
 c1 = a1 = -0.20 1/bohr:
  c0 = -1.766468, c2 = -0.181706 1/bohr^2
  c3 = 0.047425 1/bohr^3, c4 = -0.004539 1/bohr^4
  a2 = -0.161706 1/bohr^2
  1/r coefficient by inversion = -0.400000 hartree bohr
  constant term: inversion -1.01353, formula -1.01353 hartree
  lowest eigenvalue = -0.12500 hartree, its core norm = 0.18474
V(r) in hartree for l = 0: r (bohr), a1 = 0, a1 = -0.2, -1/r
  0.1000  -4.0032  -5.2506  -10.0000
  0.0100  -4.4106  -23.6069  -100.0000
  0.0010  -4.4501  -203.6423  -1000.0000
  0.0001  -4.4540  -2003.6458  -10000.0000
all tests passed
```
